# Median and mean energy of sputtered atoms: a numerical check

```python
# Result under test: sputtered atoms with energy density f(E) = 2 U E/(E+U)^3
# have median (1+sqrt(2)) U and a logarithmically divergent mean; a sharp
# maximum energy Emax makes the mean finite:
#   mean = U [2 (1+1/x)^2 ln(1+x) - 3 - 2/x],  x = Emax/U.
# E: kinetic energy outside the surface (eV); U: surface binding energy (eV);
# T: largest energy an ion can give a resting target atom (eV).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

U = 4.4                       # rough value for nickel, eV
ION_MASS, ATOM_MASS = 40.0, 59.0   # rough masses of Ar and Ni, u
ION_ENERGY = 1000.0           # eV
TARGET_TEMPERATURE = 600.0    # K
HIGH_ENERGY = 100.0           # eV, marks the energetic tail


def shape(E, binding=U):
    """Energy law as posed, without normalization."""
    return E / (E + binding)**3


def integral(function, low, high):
    """Quadrature in s = ln(1+E/U), which resolves a long tail."""
    def integrand(s):
        E = U * np.expm1(s)
        return function(E) * (E + U)
    return quad(integrand, np.log1p(low / U), np.log1p(high / U),
                epsabs=0, epsrel=1e-10, limit=400)[0]


def numerical_statistics(weight, top):
    """Median and mean from the definitions, for a density cut at top."""
    norm = integral(weight, 0, top)
    mean = integral(lambda E: E * weight(E), 0, top) / norm
    median = brentq(lambda E: integral(weight, 0, E) / norm - 0.5,
                    1e-6 * U, top, xtol=1e-10)
    return median, mean


def cumulative(E):
    return (E / (E + U))**2


def first_moment(X):
    x = X / U
    return 2 * U * (np.log1p(x) - (3*x*x + 2*x) / (2 * (1 + x)**2))


def cut_mean(top):
    x = top / U
    return U * (2 * (1 + 1/x)**2 * np.log1p(x) - 3 - 2/x)


def cut_median(top):
    x = top / U
    q = x / (np.sqrt(2) * (1 + x))
    return U * q / (1 - q)


def maximum_transfer(energy):
    return 4*ION_MASS*ATOM_MASS / (ION_MASS + ATOM_MASS)**2 * energy


# Normalization, cumulative fraction, peak and median of the uncut law
FAR = 1e14 * U                # omitted fraction is about 2e-14
norm = integral(shape, 0, FAR)
assert abs(norm * 2 * U - 1) < 1e-8
for E in (0.3 * U, 2 * U, 50 * U):
    assert abs(integral(shape, 0, E) / norm - cumulative(E)) < 1e-8
peak = minimize_scalar(lambda E: -shape(E) * U**2, bounds=(0, 5 * U),
                       method="bounded", options={"xatol": 1e-8}).x
assert abs(peak / U - 0.5) < 1e-5
median_numeric = brentq(lambda E: integral(shape, 0, E) / norm - 0.5,
                        0.01 * U, 100 * U, xtol=1e-10)
median = (1 + np.sqrt(2)) * U
assert abs(median_numeric / median - 1) < 1e-7

# Divergence: lower bound, closed first moment, growth per decade, constant
energies = U * np.logspace(0, 8, 400)
assert np.all(energies * shape(energies) * 8 * energies >= 1 - 1e-12)
moments = {}
for ratio in (0.5, 10.0, 1e2, 1e3, 1e4, 1e6, 1e7):
    moments[ratio] = integral(lambda E: E * shape(E), 0, ratio * U) / norm
    assert abs(moments[ratio] / first_moment(ratio * U) - 1) < 1e-7
decade_gain = moments[1e7] - moments[1e6]
assert abs(decade_gain / (2 * U * np.log(10)) - 1) < 1e-5
assert abs(moments[1e7] / U - 2 * np.log(1e7) + 3) < 1e-4

# Largest energy transfer from elastic scattering through all angles
speed = np.sqrt(2 * ION_ENERGY / ION_MASS)
frame_speed = ION_MASS * speed / (ION_MASS + ATOM_MASS)
angles = np.linspace(0, np.pi, 2001)
recoil_x = frame_speed - frame_speed * np.cos(angles)
recoil_y = -frame_speed * np.sin(angles)
recoil_energy = 0.5 * ATOM_MASS * (recoil_x**2 + recoil_y**2)
T = maximum_transfer(ION_ENERGY)
assert abs(recoil_energy.max() / T - 1) < 1e-10
Emax = T - U

# Sharp cutoff: closed mean and median against quadrature and root finding
Emax_high = maximum_transfer(10 * ION_ENERGY) - U
for top in (0.5 * U, 5 * U, Emax, Emax_high):
    median_check, mean_check = numerical_statistics(shape, top)
    assert abs(mean_check / cut_mean(top) - 1) < 1e-7
    assert abs(median_check / cut_median(top) - 1) < 1e-7
mean_large_x = U * (2 * np.log(Emax / U) - 3)
relative_errors = [abs(U * (2*np.log(top/U) - 3) / cut_mean(top) - 1)
                   for top in (Emax, Emax_high)]
assert relative_errors[1] < relative_errors[0] < 0.03

# A maximum is sufficient, not necessary: exponential tail, two upper limits


def exponential_tail(E):
    return shape(E) * np.exp(-E / Emax)


mean_exp = numerical_statistics(exponential_tail, 40 * Emax)[1]
mean_exp_further = numerical_statistics(exponential_tail, 80 * Emax)[1]
assert abs(mean_exp_further / mean_exp - 1) < 1e-7

# Energetic tail of the cut distribution
cut_norm = integral(shape, 0, Emax)
tail_atoms = integral(shape, HIGH_ENERGY, Emax) / cut_norm
tail_energy = (integral(lambda E: E * shape(E), HIGH_ENERGY, Emax)
               / integral(lambda E: E * shape(E), 0, Emax))
tail_formula = 1 - cumulative(HIGH_ENERGY) / cumulative(Emax)
assert abs(tail_atoms - tail_formula) < 1e-8
share_formula = 1 - first_moment(HIGH_ENERGY) / first_moment(Emax)
assert abs(tail_energy - share_formula) < 1e-8

# Sizes of neglected effects
gradual = numerical_statistics(
    lambda E: shape(E) * max(0.0, 1 - np.sqrt((E + U) / T)), Emax)
softer = numerical_statistics(lambda E: E / (E + U)**2.8, Emax)
quarter_top = T / 4 - U
thermal = constants.k * TARGET_TEMPERATURE / constants.e

print(f"Surface binding energy U (rough, Ni): {U:.1f} eV")
print(f"Ion mass (rough, Ar): {ION_MASS:.0f} u")
print(f"Target atom mass (rough, Ni): {ATOM_MASS:.0f} u")
print(f"Ion energy: {ION_ENERGY:.0f} eV")
print(f"Largest transferred fraction T/Ei: {T/ION_ENERGY:.4f}")
print(f"Largest recoil energy T: {T:.1f} eV")
print(f"Largest emitted energy Emax = T-U: {Emax:.1f} eV")
print(f"Ratio x = Emax/U: {Emax/U:.1f}")
print(f"Most probable energy: {peak:.2f} eV")
print(f"Median/U, uncut, by root finding: {median_numeric/U:.6f}")
print(f"1+sqrt(2): {1+np.sqrt(2):.6f}")
print(f"Median, uncut: {median:.2f} eV")
print("First moment up to X, uncut law:")
for ratio in (1e2, 1e3, 1e4):
    print(f"  X/U = {ratio:.0f}: {moments[ratio]:.2f} eV")
print(f"Gain per decade at large X: {decade_gain:.2f} eV")
print(f"Median with cutoff, 1 keV ions: {cut_median(Emax):.2f} eV")
print(f"Mean with cutoff, 1 keV ions: {cut_mean(Emax):.2f} eV")
print(f"Mean with cutoff, 1 keV ions: {cut_mean(Emax)*constants.e:.3e} J")
print(f"Mean from large-x formula: {mean_large_x:.2f} eV")
print(f"Mean/median with cutoff: {cut_mean(Emax)/cut_median(Emax):.2f}")
print(f"Tail threshold: {HIGH_ENERGY:.0f} eV")
print(f"Atoms above threshold: {100*tail_atoms:.1f} %")
print(f"Energy carried by them: {100*tail_energy:.1f} %")
print(f"Emax for 10 keV ions: {Emax_high:.1f} eV")
print(f"Median with cutoff, 10 keV ions: {cut_median(Emax_high):.2f} eV")
print(f"Mean with cutoff, 10 keV ions: {cut_mean(Emax_high):.2f} eV")
print(f"Rise of mean, 1 to 10 keV: {cut_mean(Emax_high)-cut_mean(Emax):.2f} eV")
print(f"Mean with factor exp(-E/Emax), no maximum: {mean_exp:.2f} eV")
print("Neglected effects, 1 keV ions:")
print(f"  Gradual cutoff, median: {gradual[0]:.2f} eV")
print(f"  Gradual cutoff, mean: {gradual[1]:.2f} eV")
print(f"  Emax from T/4, value: {quarter_top:.1f} eV")
print(f"  Emax from T/4, median: {cut_median(quarter_top):.2f} eV")
print(f"  Emax from T/4, mean: {cut_mean(quarter_top):.2f} eV")
print(f"  Exponent 2.8, median: {softer[0]:.2f} eV")
print(f"  Exponent 2.8, mean: {softer[1]:.2f} eV")
print(f"  Thermal energy kT at {TARGET_TEMPERATURE:.0f} K: {thermal:.4f} eV")
print(f"  kT/U: {100*thermal/U:.2f} %")
print("checks complete")
```

Running it gives:

```
Surface binding energy U (rough, Ni): 4.4 eV
Ion mass (rough, Ar): 40 u
Target atom mass (rough, Ni): 59 u
Ion energy: 1000 eV
Largest transferred fraction T/Ei: 0.9632
Largest recoil energy T: 963.2 eV
Largest emitted energy Emax = T-U: 958.8 eV
Ratio x = Emax/U: 217.9
Most probable energy: 2.20 eV
Median/U, uncut, by root finding: 2.414214
1+sqrt(2): 2.414214
Median, uncut: 10.62 eV
First moment up to X, uncut law:
  X/U = 100: 27.59 eV
  X/U = 1000: 47.61 eV
  X/U = 10000: 67.85 eV
Gain per decade at large X: 20.26 eV
Median with cutoff, 1 keV ions: 10.46 eV
Mean with cutoff, 1 keV ions: 34.62 eV
Mean with cutoff, 1 keV ions: 5.546e-18 J
Mean from large-x formula: 34.18 eV
Mean/median with cutoff: 3.31
Tail threshold: 100 eV
Atoms above threshold: 7.4 %
Energy carried by them: 55.1 %
Emax for 10 keV ions: 9627.3 eV
Median with cutoff, 10 keV ions: 10.61 eV
Mean with cutoff, 10 keV ions: 54.54 eV
Rise of mean, 1 to 10 keV: 19.92 eV
Mean with factor exp(-E/Emax), no maximum: 30.94 eV
Neglected effects, 1 keV ions:
  Gradual cutoff, median: 9.20 eV
  Gradual cutoff, mean: 23.78 eV
  Emax from T/4, value: 236.4 eV
  Emax from T/4, median: 9.99 eV
  Emax from T/4, mean: 23.18 eV
  Exponent 2.8, median: 14.00 eV
  Exponent 2.8, mean: 50.51 eV
  Thermal energy kT at 600 K: 0.0517 eV
  kT/U: 1.18 %
checks complete
```
